# Smearing a free electron gas: error orders and matched extrapolation

Averaging the energy E and the free energy F is a good way to remove smearing bias, but not for every smearing function. For a free electron gas at \(r_s=4\) bohr, with a broadening of 0.3 eV, Fermi-Dirac smearing puts F 70.6 meV per electron below the ground-state energy, and (E+F)/2 reduces the error to 0.35 meV. With first-order Methfessel-Paxton smearing the same average turns an error of −0.0031 meV into +0.0031 meV: nothing is gained. An implementation needs the order of the error for each scheme, and the combination of E and F that belongs to it.

## Scheme and conventions

The electrons do not interact and their levels \(\varepsilon\) are fixed. The electron number N is fixed, \(E_F\) is the zero-temperature Fermi energy, \(E_0\) the ground-state energy, and \(g(\varepsilon)\) the density of states for both spins. The broadening is \(\sigma\), equal to \(k_BT\) for Fermi-Dirac, and \(x=(\mu-\varepsilon)/\sigma\). A smeared delta function \(D(x)\) of unit area and zero mean defines

\[
f(x)=\int_{-\infty}^{x}D(s)\,ds,\qquad w(x)=\int_{-\infty}^{x}sD(s)\,ds,
\]
\[
E=\sum\varepsilon f,\qquad S=-\sum w,\qquad F=E-\sigma S .
\]

Sums run over spin states. With \(G(y)=e^{-y^2}/\sqrt\pi\), the four schemes are:

- Fermi-Dirac: \(f=1/(1+e^{-x})\), \(D=f(1-f)\), \(w=f\ln f+(1-f)\ln(1-f)\).
- Gaussian: \(D=G(x)\), \(f=\tfrac12(1+\operatorname{erf}x)\), \(w=-\tfrac12G(x)\).
- Methfessel-Paxton, first order: \(D=(\tfrac32-x^2)G(x)\), \(f=\tfrac12(1+\operatorname{erf}x)+\tfrac12xG(x)\), \(w=\tfrac14(2x^2-1)G(x)\).
- Cold (Marzari-Vanderbilt), with \(y=x-1/\sqrt2\): \(D=(1-\sqrt2\,y)G(y)\), \(f=\tfrac12(1+\operatorname{erf}y)+G(y)/\sqrt2\), \(w=yG(y)/\sqrt2\).

Differentiation confirms the closed forms. For Fermi-Dirac, \(w'=f'\ln[f/(1-f)]=xD\). For the others use \(G'=-2yG\). In the cold case, for example, \(f'=G-\sqrt2\,yG=D\), and \(w'=(1-2y^2)G/\sqrt2\), which equals \(xD=(y+1/\sqrt2)(1-\sqrt2\,y)G\).

Now vary \(\mu\) and \(\sigma\). Since \(df=D\,dx\) and \(dw=xD\,dx\),

\[
dF=\sum(\varepsilon+\sigma x)D\,dx+\sum w\,d\sigma=\mu\,dN-S\,d\sigma, \tag{1}
\]

because \(\varepsilon+\sigma x=\mu\). For the last three schemes S is a generalized entropy without thermal meaning, but (1) still holds.

## Error at fixed chemical potential

The grand potential is \(\Omega_\sigma=F-\mu N=-\sigma\int g\,[xf-w]\,d\varepsilon\). From the definitions,

\[
\sigma[xf-w]=\sigma\int_{-\infty}^{x}(x-s)D(s)\,ds=\int D(s)\,(\mu-\sigma s-\varepsilon)_+\,ds,
\]

where \((a)_+\) is a for positive a and zero otherwise. At zero broadening \(\Omega_0(\mu)=-\int g\,(\mu-\varepsilon)_+d\varepsilon\). Exchanging the integrals gives a convolution,

\[
\Omega_\sigma(\mu)=\int D(s)\,\Omega_0(\mu-\sigma s)\,ds. \tag{2}
\]

Let \(M_n=\int s^nD\,ds\). The derivatives of \(\Omega_0\) are \(-N_0(\mu)\), \(-g\), \(-g'\), \(-g''\). A Taylor expansion of (2), whose n-th term carries \((-\sigma)^nM_n/n!\), yields

\[
\Delta\Omega=\Omega_\sigma-\Omega_0=-\frac{M_2g}{2}\sigma^2+\frac{M_3g'}{6}\sigma^3-\frac{M_4g''}{24}\sigma^4+\dots \tag{3}
\]

This requires g to be smooth around \(\mu\) on the scale \(\sigma\). The bottom of the band is not smooth, so the series is asymptotic.

**Moments.** For Fermi-Dirac, expand \(D=e^{-x}/(1+e^{-x})^2=\sum_{k\ge1}(-1)^{k+1}k\,e^{-kx}\) for \(x>0\). For even n this gives \(M_n=2\,n!\sum_k(-1)^{k+1}k^{-n}\). The sums are \(\pi^2/12\) for n = 2 and \(7\pi^4/720\) for n = 4, so \(M_2=\pi^2/3\) and \(M_4=7\pi^4/15\).

The Gaussian averages of \(y^2,y^4,y^6\) are \(\tfrac12,\tfrac34,\tfrac{15}8\). The first two are the Gaussian \(M_2\) and \(M_4\). For Methfessel-Paxton,

\[
M_2=\tfrac32\cdot\tfrac12-\tfrac34=0,\qquad M_4=\tfrac32\cdot\tfrac34-\tfrac{15}8=-\tfrac34 .
\]

These three functions are even, so \(M_3=0\). For cold smearing put \(a=1/\sqrt2\) and average \((y+a)^n(1-\sqrt2\,y)\):

\[
M_1=a-\tfrac{\sqrt2}{2}=0,\qquad M_2=\tfrac12+a^2-\sqrt2\,a=0,
\]
\[
M_3=\tfrac32a+a^3-\sqrt2\left(\tfrac34+\tfrac32a^2\right)=\sqrt2-\tfrac{3}{\sqrt2}=-\tfrac1{\sqrt2}.
\]

Likewise \(M_4=\tfrac34+3a^2+a^4-\sqrt2(3a+2a^3)=\tfrac52-4=-\tfrac32\).

## Error at fixed electron number

Since \(\Omega_\sigma'=-N\), F is the stationary value of \(\Omega_\sigma(\mu)+\mu N\) with respect to \(\mu\). Set \(\mu=E_F+\delta\). The linear term of \(\Omega_0+\mu N\) cancels, leaving

\[
F=E_0-\tfrac12g\,\delta^2+\Delta\Omega+\Delta\Omega'\,\delta+\dots
\]

with all functions taken at \(E_F\). Stationarity gives \(\delta=\Delta\Omega'/g\), hence

\[
F-E_0=\Delta\Omega+\frac{(\Delta\Omega')^2}{2g}+\dots \tag{4}
\]

If \(\Delta\Omega\) starts at \(\sigma^n\), the omitted terms start at \(\sigma^{3n}\). Write \(F-E_0=\sum_nc_n\sigma^n\). Then

\[
c_2=-\frac{M_2g}2,\qquad c_3=\frac{M_3g'}6,\qquad c_4=-\frac{M_4g''}{24}+\frac{M_2^2g'^2}{8g}.
\]

The cross term of \(M_2\) and \(M_3\) in \((\Delta\Omega')^2\) first enters at \(\sigma^5\), so these three coefficients hold for any D of unit area and zero mean. In three dimensions the number of states below \(\varepsilon\), per electron, is \((\varepsilon/E_F)^{3/2}\). At \(E_F\) this means \(g=3/(2E_F)\), \(g'=3/(4E_F^2)\), \(g''=-3/(8E_F^3)\). With \(t=\sigma/E_F\) and energies in units of \(E_F\), the coefficients of \(t^n\) are

\[
c_2=-\tfrac34M_2,\qquad c_3=\tfrac18M_3,\qquad c_4=\tfrac1{64}(M_4+3M_2^2).
\]

The leading errors of F per electron are therefore

- Fermi-Dirac: \(-\tfrac{\pi^2}4t^2\), followed by \(+\tfrac{\pi^4}{80}t^4\);
- Gaussian: \(-\tfrac38t^2\), followed by \(+\tfrac3{128}t^4\);
- Methfessel-Paxton: \(-\tfrac3{256}t^4\);
- cold: \(-\tfrac1{8\sqrt2}t^3\), followed by \(-\tfrac3{128}t^4\).

Equal \(\sigma\) does not mean equal width. The Fermi-Dirac \(M_2\) is \(2\pi^2/3\approx6.6\) times the Gaussian one, so a Gaussian with \(\sigma\approx2.6\,k_BT\) has the same leading error.

**Other dimensions.** The orders \(\sigma^3\) and \(\sigma^4\) depend on \(g'\) and \(g''\) being nonzero. In one dimension \(g'<0\), and the cold-smearing error of F becomes positive. In two dimensions g is constant above the band bottom: the Gaussian and Fermi-Dirac errors keep only their \(\sigma^2\) term, and Methfessel-Paxton and cold smearing have no power-law error. What remains comes from the part of D with \(s>\mu/\sigma\), where \(\Omega_0\) is zero instead of \(-g(\mu-\sigma s)^2/2\). It is exponentially small in \(\mu/\sigma\) for Fermi-Dirac and falls like a Gaussian for the others. At \(t=0.1\) the two-dimensional errors of F for Methfessel-Paxton and cold smearing, and of (E+F)/2 for the Gaussian, are at rounding level.

## The matched combination

At fixed N, (1) gives \(\partial F/\partial\sigma=-S\), so

\[
E=F+\sigma S=F-\sigma\,\frac{\partial F}{\partial\sigma}.
\]

A term \(c_m\sigma^m\) in F thus appears in E as \(-(m-1)c_m\sigma^m\). To cancel the leading order n in \(aF+(1-a)E\), require \(a-(1-a)(n-1)=0\), or \(a=(n-1)/n\):

\[
E_0\approx\frac{(n-1)F+E}{n},\qquad\text{remaining error}\ \sum_{m>n}\frac{n-m}{n}\,c_m\sigma^m. \tag{5}
\]

This is (E+F)/2 for Fermi-Dirac and Gaussian smearing, (2F+E)/3 for cold smearing and (3F+E)/4 for Methfessel-Paxton. The plain average multiplies a term of order m by \((2-m)/2\). It halves the leading cold error and reverses its sign; for Methfessel-Paxton it only reverses the sign.

If the Fermi-Dirac temperature is physical, F at that temperature is the wanted quantity and no extrapolation applies.

## Pseudocode

```
input: levels e[i], weights W[i] (spin included), N, sigma, scheme
n = 2 (Fermi-Dirac, Gaussian), 3 (cold), 4 (Methfessel-Paxton)
bracket mu so that sum W*f((mu-e)/sigma) - N changes sign
solve for mu by a bracketing root finder
x = (mu - e)/sigma
E = sum W*e*f(x)
F = E + sigma * sum W*w(x)
return mu, E, F, ((n-1)*F + E)/n
```

**Cost.** Each trial \(\mu\) takes one pass over the levels, so time is the number of levels times the number of root-finder steps, and storage is linear. Fermi-Dirac needs more empty levels: its tail \(e^{-|x|}\) reaches \(10^{-16}\) near \(|x|=37\), the Gaussian factor \(e^{-x^2}\) near \(|x|=6\).

**Stability.** For Fermi-Dirac, compute \(1-f\) as \(1/(1+e^{x})\), not by subtraction, before taking its logarithm. Beyond \(|x|\approx710\) either f or \(1-f\) is zero in double precision, so set \(0\ln0=0\) explicitly; deep levels at small broadening reach this range. F is insensitive to a small error in \(\mu\) once \(\mu\,\delta N\) is subtracted, by (1); E keeps a term linear in \(\delta\mu\) after the same subtraction, with coefficient \(-\sum xD\). For smooth g this is about \(M_2g'\sigma^2\), so it is small, and smaller still for cold and Methfessel-Paxton smearing, where \(M_2=0\).

**Several roots.** \(N(\mu)\) rises monotonically if \(D\ge0\), as for Fermi-Dirac and Gaussian smearing. Methfessel-Paxton has \(D<0\) for \(|x|>\sqrt{3/2}\), cold smearing for \(x>\sqrt2\). Take two levels at \(\pm\Delta/2\), one electron, no spin, and Methfessel-Paxton smearing. As \(f(x)+f(-x)=1\), \(\mu=0\) is a root. The slope of \(N(\mu)\) there is \(2D(\Delta/2\sigma)/\sigma\), which is negative if \(\Delta/2\sigma>\sqrt{3/2}\). Since N runs from 0 to 2, there must be another root on each side. For gapped or sparse spectra, scan the bracket and fix a selection rule, such as the root nearest to the Gaussian one.

**Occupations outside [0,1].** Methfessel-Paxton occupations run from −0.035 to 1.035. Cold ones reach 1.083 but do not become negative. A density built from negative occupations can be negative locally.

## What smearing does to a k mesh

In a periodic box of side L, \(\mathbf k=2\pi\mathbf n/L\). Poisson summation turns the mesh sum for \(\Omega\) into integrals weighted by \(e^{i\mathbf k\cdot\mathbf R}\), one for each box translation \(\mathbf R\). The term R = 0 is the continuum result; the others are the sampling error.

Use units \(E_F=k_F=1\), and let \(\kappa=\sqrt\mu\) be the Fermi wavevector belonging to \(\mu\). Without smearing, the angular integral gives, per electron,

\[
\frac3R\int_0^{\kappa}(k^3-\kappa^2k)\sin kR\,dk\simeq\frac{6\kappa^2\sin\kappa R}{R^3}.
\]

The prefactor is \(2V/(8\pi^3N)\cdot4\pi/R\) with \(V/N=3\pi^2\). The right side follows from two integrations by parts: the polynomial vanishes at both limits, and its derivative at \(\kappa\) is \(2\kappa^2\). Terms of relative order \(1/R\) are dropped.

By (2), smearing averages this over \(\mu-\sigma s\). Near the Fermi surface \(\kappa\simeq1-ts/2\), so the oscillation is multiplied by the Fourier transform of D at \(q=tR/2\), which is \(\sigma R/(\hbar v_F)\) in ordinary units. Using the Gaussian averages of \(e^{iqy}\), \(ye^{iqy}\) and \(y^2e^{iqy}\), namely \(e^{-q^2/4}\) times 1, \(iq/2\) and \(\tfrac12-\tfrac{q^2}4\), the moduli are

\[
e^{-q^2/4},\qquad e^{-q^2/4}\left(1+\tfrac{q^2}4\right),\qquad e^{-q^2/4}\sqrt{1+\tfrac{q^2}2}
\]

for Gaussian, Methfessel-Paxton and cold smearing. For Fermi-Dirac, shifting the contour by \(2\pi i\) encloses the double pole at \(i\pi\), with residue \(-iq\,e^{-\pi q}\). This gives \((1-e^{-2\pi q})\hat D=2\pi q\,e^{-\pi q}\), so \(\hat D=\pi q/\sinh\pi q\). At equal \(\sigma\), the schemes with smaller bias damp the oscillations less than the Gaussian does.

## Worked example

For \(r_s=4\) bohr, \(k_F=(9\pi/4)^{1/3}/r_s\) in atomic units, so \(E_F=k_F^2/2\) hartree = 3.132 eV and \(E_0=\tfrac35E_F=1.879\) eV per electron. This is kinetic energy alone; exchange and correlation are left out.

**Continuum, \(\sigma=0.3\) eV.** Here \(t=0.3/3.132=0.0958\). The Gaussian estimate is \(-0.375\times0.0958^2\times3132=-10.8\) meV. Computed errors relative to \(E_0\), in meV per electron:

| Scheme | F | (E+F)/2 | matched |
|---|---|---|---|
| Fermi-Dirac | −70.57 | −0.346 | −0.346 |
| Gaussian | −10.77 | −0.0062 | −0.0062 |
| Methfessel-Paxton | −0.0031 | 0.0031 | 0.000009 |
| cold | −0.250 | 0.129 | 0.0025 |

Between \(t=0.04\) and 0.08 the error of F grows with observed exponents 2.00, 2.00, 4.00 and 3.02, in the order of the table. For the matched combination they are 4.05, 4.00, 6.02 and 4.11.

**Mesh, 512 electrons, \(\sigma=0.6\) eV.** The unsmeared sum over a mesh containing k = 0 is wrong by −8.8 meV per electron. Errors with smearing, in the same unit:

| Scheme | F | E | matched |
|---|---|---|---|
| Fermi-Dirac | −277.7 | 265.0 | −6.3 |
| Gaussian | −43.3 | 39.7 | −1.8 |
| Methfessel-Paxton | −1.6 | −7.8 | −3.1 |
| cold | −4.0 | −1.6 | −3.2 |

For Methfessel-Paxton the matched value is worse than F itself in this box. Size and sign of the sampling error change with the box: with 400 electrons the errors of F and of the matched value are −3.0 and −2.2 meV, with 600 electrons +3.2 and +4.3 meV. Back to 512 electrons. With \(t=0.1916\) its leading bias is only \(-\tfrac3{256}t^4E_F\approx-0.05\) meV, so nearly all of the −1.6 meV is sampling error, which (5) was not built to remove. E contains the \(\sigma\)-derivative of that error and can amplify it, as it does here. Extrapolation is certain to help when the bias of F exceeds, in magnitude, the sampling error of F plus the total error of the combination. The sampling error of the combination can be several times that of F. For the Gaussian, removing the continuum terms (−43.0 meV in F, −0.1 meV in the average) leaves −0.3 meV in F but −1.7 meV in (E+F)/2. If the bias is not that large, refine the mesh first.

At \(\mu=E_F\) the sampling errors of \(\Omega\) are −0.25 (Gaussian), −1.73 (Methfessel-Paxton) and −1.98 meV (cold). The last two are not in the order of their damping moduli for the shortest translation, 0.59 and 0.48. A modulus limits an amplitude, not its value at one phase, and the cold transform also shifts the phase, by \(-q/\sqrt2+\arctan(q/\sqrt2)=-0.64\) at \(q=2.37\). With \(k_FL=24.75\), this moves the sine from −0.37 to −0.86. With the full radial integral, the six shortest translations contribute −0.63 (Methfessel-Paxton) and −1.97 meV (cold), in the order the phase suggests. The phase gives this order but not the sizes. The leading form drops the \(1/R\) terms and linearizes \(\kappa\) in \(s\); here it gives −1.64 and −3.05 meV, and for the Gaussian −0.68 meV where the full integral gives +0.09 meV. The next twelve add −1.04 and +0.08 meV and bring the totals close together, so the shortest translation alone does not give the sizes. The Poisson sum including longer translations reproduces the computed errors. The remaining values are in the numerical output.

## Computed results

```
r_s = 4.0 bohr; Fermi energy = 3.13200 eV
E0 = 1.87920 eV per electron
continuum sigma = 0.30 eV; t = sigma/E_F = 0.09579
Moments M2, M3, M4 (dimensionless)
  FD       3.28987    0.00000   45.45758
  Gauss    0.50000    0.00000    0.75000
  MP1      0.00000    0.00000   -0.75000
  cold     0.00000   -0.70711   -1.50000
Leading coefficient of F-E0 (units E_F t^n), n; lowest, highest occupation
  FD     -2.467401 n=2   0.00000   1.00000
  Gauss  -0.375000 n=2   0.00000   1.00000
  MP1    -0.011719 n=4  -0.03546   1.03546
  cold   -0.088388 n=3   0.00000   1.08332
Observed order, t = 0.04 to 0.08: F; matched combination
  FD      1.996   4.054
  Gauss   2.000   4.004
  MP1     4.004   6.021
  cold    3.017   4.106
Continuum: mu (eV); leading-term estimate of F-E0 (meV per electron)
  FD      3.10802   -70.90224
  Gauss   3.12841   -10.77585
  MP1     3.13201    -0.00309
  cold    3.13209    -0.24328
Continuum errors (meV per electron): F, E, (E+F)/2, matched
  FD     -70.569932   69.878407   -0.345762   -0.345762
  Gauss  -10.769653   10.757228   -0.006213   -0.006213
  MP1     -0.003108    0.009359    0.003126    0.000009
  cold    -0.250018    0.507385    0.128683    0.002450
Two dimensions, t = 0.1, error / E_F: Gauss (E+F)/2, MP1 F, cold F
  -5.6e-17 0.0e+00 -2.2e-16
Mesh: 512 electrons, sigma = 0.60 eV, t = 0.19157, k_F L = 24.7493, q = 2.3706
Unsmeared mesh error = -8.8241 meV per electron
Damping factor of first translation (dimensionless)
  FD 0.00868 Gauss 0.24538 MP1 0.59012 cold 0.47895
Sampling error of grand potential at mu = E_F (meV per electron)
  Gauss -0.25157 MP1 -1.72511 cold -1.97650
Mesh: mu (eV); errors vs E0 (meV per electron): F, E, (E+F)/2, matched
  FD     3.03146  -277.6506   264.9520    -6.3493    -6.3493
  Gauss  3.13134   -43.3048    39.7359    -1.7845    -1.7845
  MP1    3.16235    -1.5780    -7.7612    -4.6696    -3.1238
  cold   3.14235    -4.0181    -1.6377    -2.8279    -3.2246
```
